# Why unequal local fields leak through Pauli spin blockade, and when

**Question.** A double quantum dot passes electrons one at a time from left to right. Once the two electrons, one in each dot, form a spin triplet, the current stops. If the two dots sit in different local magnetic fields, how much current leaks through, and is a difference between the fields enough to cause it?

## What is blocked

Write $(n_L,n_R)$ for the electron numbers. The transport cycle is

$$(0,1)\to(1,1)\to(0,2)\to(0,1).$$

In the last charge state both electrons share the right dot. In its lowest orbital their spins must form a singlet; a triplet there must put one electron into a higher orbital or valley, which is taken to be out of reach. Tunnelling between the dots conserves spin, so it couples the singlet $S(1,1)$ to $S(0,2)$ and leaves the three $(1,1)$ triplets stranded. Leakage requires something that turns triplets into singlets.

In atomic units ($\hbar=1$, so rates are energies), let $\mathbf b_L$ and $\mathbf b_R$ be the Zeeman energy vectors of the dots, that is, $g\mu_B$ times the fields. Split them into a common part and a half-difference:

$$\mathbf B=\tfrac12(\mathbf b_L+\mathbf b_R),\qquad \boldsymbol\delta=\tfrac12(\mathbf b_L-\mathbf b_R),$$

$$H=\mathbf B\cdot(\mathbf S_L+\mathbf S_R)+\boldsymbol\delta\cdot(\mathbf S_L-\mathbf S_R).$$

Define $|T_i\rangle=(\mathbf S_L-\mathbf S_R)_i|S\rangle$ for $i=x,y,z$. Since $\mathbf S_R|S\rangle=-\mathbf S_L|S\rangle$, this equals $2S_{L,i}|S\rangle$, and the three states are orthonormal. They are the triplets in Cartesian form. For $|\mathbf n\rangle=\sum_i n_i|T_i\rangle$,

$$\langle S|H|\mathbf n\rangle=\boldsymbol\delta\cdot\mathbf n,\qquad \mathbf B\cdot(\mathbf S_L+\mathbf S_R)|\mathbf n\rangle=|i\mathbf B\times\mathbf n\rangle .$$

The first relation holds because the total spin annihilates the singlet. The second holds because $\mathbf S_L-\mathbf S_R$ transforms as a vector under the total spin. So the common field rotates triplets among themselves, and the field difference alone opens the door to the singlet.

## Why a difference is not enough

A state that never decays has no amplitude in $S(0,2)$ at any time, and hence, for $t\neq0$, none in $S(1,1)$. Such states form a triplet subspace that $H$ maps into itself, so it contains an eigenvector of $i\mathbf B\times$ with $\boldsymbol\delta\cdot\mathbf n=0$. For $\mathbf B\ne0$ there are two kinds of eigenvector:

- $\mathbf n\parallel\mathbf B$, with energy 0. It is dark if $\boldsymbol\delta\cdot\mathbf B=0$. Since $b_L^2-b_R^2=4\mathbf B\cdot\boldsymbol\delta$, this means fields of equal length.
- The two circular vectors perpendicular to $\mathbf B$, with energies $\pm B$. They are dark if $\boldsymbol\delta$ has no component perpendicular to $\mathbf B$. Since $\mathbf b_L\times\mathbf b_R=-2\mathbf B\times\boldsymbol\delta$, this means parallel or antiparallel fields.

If $\mathbf B=0$, any $\mathbf n\perp\boldsymbol\delta$ is dark, and the lengths are equal anyway. Each loading event has a finite chance of filling a dark state, so without spin relaxation the current eventually stops. **The fields must differ in length and must not lie along one line** for a steady leakage current. This holds for every nonzero spin-conserving tunnel coupling and every detuning.

## From mixing to a current

Let $t$ be the tunnel matrix element between the singlets, $\Delta$ the energy of $S(1,1)$ above $S(0,2)$, and $\Gamma$ the exit rate of $S(0,2)$. Its amplitude obeys

$$i\dot c_2=t\,c_s-(\Delta+i\Gamma/2)\,c_2 .$$

If $|\Delta+i\Gamma/2|$ is much larger than $t$ and the Zeeman energies, $c_2$ follows $c_s$ and the left side can be dropped, so $c_2=t\,c_s/(\Delta+i\Gamma/2)$. Its back-action $t\,c_2$ gives $S(1,1)$ the complex energy $J-i\Gamma_s/2$, with

$$J=\frac{t^2\Delta}{\Delta^2+\Gamma^2/4},\qquad \Gamma_s=\frac{t^2\Gamma}{\Delta^2+\Gamma^2/4}.$$

The effective Hamiltonian is $A=H+(J-i\Gamma_s/2)|S\rangle\langle S|$. When one electron leaves $S(0,2)$, the other has a completely random spin. If loading is fast and unpolarized, each cycle therefore starts from $\rho(0)=1/4$ on the four $(1,1)$ states. Integrating $\dot\rho=-i(A\rho-\rho A^\dagger)$ over time, with $R=\int_0^\infty\rho\,dt$, gives

$$-i(AR-RA^\dagger)=-\tfrac14,\qquad \tau=\operatorname{Tr}R,\qquad I=e/\tau .$$

Use triplets $k=0,\pm$ along $\mathbf B$, with energies $E_k=0,\pm B$. With suitable phases their couplings to the singlet are real: $d_0=\delta_\parallel$ and $d_\pm=\delta_\perp/\sqrt2$, where $\parallel$ and $\perp$ refer to $\mathbf B$. Set $E_s=J$ and $R_{ks}=x_k+iy_k$. The $kk$ element of the equation reads $-2d_ky_k=-1/4$, so

$$y_k=\frac1{8d_k}.$$

The $ss$ element, $2\sum_kd_ky_k-\Gamma_sR_{ss}=-1/4$, then gives $R_{ss}=1/\Gamma_s$. The remaining elements are, for $k\ne l$,

$$R_{kl}=\frac{d_lR_{ks}-d_kR_{sl}}{E_k-E_l},$$

$$\left(E_k-E_s-\tfrac{i\Gamma_s}{2}\right)R_{ks}+\frac{d_k}{\Gamma_s}=\sum_l R_{kl}d_l .$$

The population $R_{kk}$ is real, so the imaginary part of the last equation contains only the known $y$'s and $x_k$:

$$\frac{E_k-E_s}{8d_k}-\frac{\Gamma_sx_k}{2}=\sum_{l\ne k}\frac{d_k^2+d_l^2}{8d_k(E_k-E_l)} .$$

Hence

$$x_k=\frac{Q_k}{4\Gamma_sd_k},\qquad Q_k=E_k-E_s-\sum_{l\ne k}\frac{d_k^2+d_l^2}{E_k-E_l}.$$

The real part, divided by $d_k$, gives the populations:

$$R_{kk}=\frac{(E_k-E_s)x_k}{d_k}+\frac{\Gamma_s}{16d_k^2}+\frac1{\Gamma_s}-\sum_{l\ne k}\frac{d_l^2x_k/d_k-d_lx_l}{E_k-E_l}.$$

Sum over $k$. In the term with $x_l$, exchange the labels $k$ and $l$; the denominator changes sign, and the double sum becomes $-\sum_k(x_k/d_k)\sum_{l\ne k}(d_k^2+d_l^2)/(E_k-E_l)$. This completes $Q_k$ in the first term. Adding $R_{ss}$,

$$\tau=\frac4{\Gamma_s}+\sum_k\frac{Q_k^2+\Gamma_s^2/4}{4\Gamma_sd_k^2}.$$

For $k=0$ the contributions of $l=\pm$ cancel, so $Q_0=-J$. For the others, $Q_\pm=\pm D-J$ with $D=B-\delta^2/B$. Therefore

$$\Gamma_s\tau=4+\frac{D^2}{\delta_\perp^2}+\left(J^2+\frac{\Gamma_s^2}{4}\right)c,\qquad c=\frac1{4\delta_\parallel^2}+\frac1{\delta_\perp^2}.$$

Let $\theta$ be the angle between the local fields. From $B^2-\delta^2=\mathbf b_L\cdot\mathbf b_R$ and $2B\delta_\perp=|\mathbf b_L\times\mathbf b_R|$ follows $D/\delta_\perp=2\cot\theta$. The first two terms add to $4/\sin^2\theta$, and

$$\boxed{I=\frac{e\,\Gamma_s}{\dfrac4{\sin^2\theta}+\left(J^2+\dfrac{\Gamma_s^2}4\right)c}}$$

$$c=|\mathbf b_L+\mathbf b_R|^2\left[\frac1{(b_L^2-b_R^2)^2}+\frac1{|\mathbf b_L\times\mathbf b_R|^2}\right].$$

This is exact for the four-state model; the elimination of $S(0,2)$ is the approximation. Both blocked cases are visible: $c$ diverges for equal lengths and for parallel fields. For 40 random pairs of fields, shifts and escape rates, a direct numerical solution for $R$ agreed with the formula to better than one part in a million.

## Two limits

**Weak escape.** Let $\Gamma_s$ and $|J|$ be small compared with $b_L$, $b_R$ and $|b_L-b_R|$. The term with $c$ is then negligible, each spin follows its own local field, and the eigenstates are nearly product states. In a singlet, the left spin points along $\mathbf b_L$ with probability $1/2$, and the right spin is then opposite. The singlet weights are therefore $\tfrac12\sin^2(\theta/2)$ for the two states with both spins along, or both against, their fields, and $\tfrac12\cos^2(\theta/2)$ for the other two. Averaging the four lifetimes gives

$$\tau=\frac1{\Gamma_s\sin^2(\theta/2)\cos^2(\theta/2)}=\frac4{\Gamma_s\sin^2\theta},$$

in agreement with the general result. If in addition $B\gg\delta$, then $\sin\theta\approx2\delta_\perp/B$ and $I\approx e\Gamma_s\delta_\perp^2/B^2$: a strong common field suppresses the leakage.

**Strong escape.** At $\Delta=0$, write $a=4/\sin^2\theta$, so that $\tau=a/\Gamma_s+c\,\Gamma_s/4$. With the fields fixed, this is smallest at $\Gamma_s=2\sqrt{a/c}$, where $I=e/\sqrt{ac}$. Beyond that point, faster escape reduces the current, because the singlet becomes so broad that the triplets mix with it poorly.

## A number for a silicon double dot

Take two dots 100 nm apart beside a small magnet, with $g=2$ and a common field of 20 mT along $z$. The field changes from dot to dot by $0.04\times100=4$ mT along $z$ and by $0.08\times100=8$ mT across it. The local fields $(x,z)$ are $(4,22)$ and $(-4,18)$ mT, with lengths 22.36 and 18.44 mT and an angle of 22.8° between them.

With $t=2$ μeV, $\Gamma=30$ μeV and $\Delta=0$,

$$\Gamma_s=\frac{4t^2}{\Gamma}=\frac{4\times2^2}{30}=0.533\ \mu\text{eV},\qquad \frac4{\sin^2\theta}=\frac4{0.1506}=26.6 .$$

One mT corresponds to 0.1158 μeV, so $\delta_\parallel=0.232$ μeV and $\delta_\perp=0.463$ μeV. This gives $c=9.33$ μeV$^{-2}$ and $c\,\Gamma_s^2/4=0.66$. The scale $e\Gamma_s$ is 129.8 pA, hence

$$I=\frac{129.8\ \text{pA}}{26.6+0.66}\approx4.8\ \text{pA},$$

or one electron every 34 ns on average. The mean hides two very different lifetimes. In the weak-escape picture, the states with singlet weight 0.0196 last about 63 ns and those with weight 0.480 about 2.6 ns. The first pair sets the leakage. For the second pair the lifetime is only an estimate, because $\Gamma_s$ is not small compared with the 0.45 μeV between the two Zeeman energies.

A seven-state master equation that keeps $S(0,2)$, both $(0,1)$ spin states and a loading rate of 30 μeV gives 4.81 pA; the formula lies 0.8 % below it. In the same model, turning the right field parallel to the left one at unchanged lengths gives zero current to the printed 0.0001 pA. So does keeping the angle and making the right field as long as the left.

With the gradients and $t$ held fixed, the formula gives 15.0, 4.8 and 1.3 pA at common fields of 10, 20 and 40 mT; the seven-state model gives 15.2, 4.8 and 1.2 pA. The formula's error changes sign between 20 and 40 mT; its origin is not analysed here. When $t$ is varied at 20 mT, the formula puts the largest current at $t=5.0$ μeV with 15.5 pA, and the seven-state model at 5.1 μeV with 17.0 pA. There $t$ is no longer small compared with $\Gamma/2=15$ μeV.

## How a real device differs

The parameters are rough values for silicon. The common field is low for a spin device, and magnets built for spin control can give larger gradients. At higher common fields the Zeeman energies are no longer small compared with $\Gamma/2$, as the elimination of $S(0,2)$ requires at $\Delta=0$. With the other parameters unchanged, the formula's current exceeds that of the seven-state model by 6 % at 40 mT and by about 35 % at 80 mT, so the larger model should be used there. The assumed gap of 600 μeV to the triplet $(0,2)$ state is on the high side. With that gap, and the same $t$ and $\Gamma$ for this state, its tail raises the current by 3 %. The tail's escape rate grows roughly as the inverse square of the gap, so a small valley splitting can spoil the blockade without any field difference.

The detuning was assumed steady; slow noise of 5 μeV rms lowers the mean current by about 8 %. At 0.1 K, spin flips by cotunnelling occur at about 1.4 % of the rate $1/\tau$, for a virtual energy cost of 3000 μeV; because they empty the long-lived states, they raise the current by about 2 %. Nuclear fields of 0.05 mT rms per component spread the current by 1.7 %; without the magnet's gradient they would leak only about 0.0007 pA, far less than the roughly 0.04 pA that the cotunnelling flips alone would give there. The cotunnelling figure presumes that the lead Fermi levels, too, are about 3000 μeV from the dot levels. With the left Fermi level that high, electrons can also enter excited orbitals or valleys of the left dot, which may change the current considerably; the model assumes that they relax to the lowest level before tunnelling on. If the left Fermi level were only 300 μeV above the level of the left dot, emptying that dot virtually would cost only 300 μeV. Since the flip rate goes as the inverse square of the cost, spin flips would then be more than ten times as frequent. Lifetime broadening would also put part of the level beyond the Fermi level: 1.6 % for a Lorentzian whose full width is the total rate of 30 μeV, and 0.8 % for the rate of 15 μeV per spin used in the cotunnelling estimate. Spin-orbit coupling rotates the spin during tunnelling, which acts like turning the right field by a small angle. Take a spin-flip amplitude of $0.005\,t$, the dot spacing over a spin-orbit length of 20 μm, about an axis perpendicular to both fields. It changes the current by about 5 % in either direction, linearly in this ratio, so the squared ratio listed in the output understates the effect. It also lets parallel fields leak about 0.003 pA. Phonon-assisted tunnelling is not included in these estimates.

Where blockade serves to read a stored spin, this device does not separate the singlet from the triplet $k=0$: they escape after about 5 and 4 ns on average, against about 62 ns for the triplets $k=\pm$. What it holds is the distinction between parallel and antiparallel spins, for a time limited by the 63 ns lifetime. For fixed $\Gamma_s$ and weak escape, a smaller angle between the local fields lengthens it. Making the fields merely equal in strength leaves one dark state, whereas making them parallel but unequal leaves two. The complete numerical output follows.

## Computed values

```
dot spacing 100 nm, common field 20 mT
gradient along / across 0.04 / 0.08 mT/nm
g factor 2.0, Zeeman energy 0.1158 ueV per mT
left field (x,z)  = 4.0, 22.0 mT
right field (x,z) = -4.0, 18.0 mT
field lengths L, R = 22.36, 18.44 mT
Zeeman energies L, R = 2.589, 2.135 ueV
angle between fields = 22.83 degrees
sin^2(theta) = 0.1506
tunnel element t = 2.0 ueV, detuning = 0 ueV
exit rate, loading rate = 30, 30 ueV
singlet escape rate Gs = 0.5333 ueV
singlet weights (each twice) = 0.0196, 0.4804
angle term 4/sin^2(theta) = 26.562
width factor c = 9.327 per ueV^2
width term c*Gs^2/4 = 0.663
mean dwell time, formula = 33.60 ns
leakage current, formula = 4.768 pA
leakage current, seven-state model = 4.806 pA
formula minus model = -0.78 %
weak-escape estimate e*Gs*sin^2/4 = 4.887 pA
singlet-only scale e*Gs = 129.8 pA
control, parallel unequal fields: 0.0000 pA
control, tilted equal lengths: 0.0000 pA
common field 10 mT: formula 14.985, model 15.214 pA
common field 20 mT: formula 4.768, model 4.806 pA
common field 40 mT: formula 1.271, model 1.198 pA
peak, formula: t = 5.03 ueV, 15.46 pA
peak, model: t = 5.06 ueV, 16.97 pA
triplet (0,2) gap 600 ueV: current +3.01 %
temperature 0.1 K, kT = 8.62 ueV
cotunnelling, virtual cost 3000 ueV: spin-flip rate
  = 1.40 % of the leakage rate 1/tau
detuning noise 5 ueV rms: mean current -8.45 %
nuclear field 0.05 mT rms: current spread 1.65 %
nuclear fields without gradient: 7.0e-04 pA
spin-orbit length 20000 nm: (spacing/length)^2 = 2.5e-05
lead Fermi levels 300 ueV from the dot level:
  lifetime tail 1.59 %, thermal factor 7.6e-16
```
